\section*{Why Adding Inverse Mobilities Overestimates the Combined Drift Mobility}

\section{The argument under review}

The argument concerns electrons in n-type silicon at $300\,$K with $10^{17}\,\mathrm{cm^{-3}}$ donors. It runs as follows. Phonons and ionised donors scatter independently, so their rates add:
\begin{equation}
\frac1\tau=\frac1{\tau_L}+\frac1{\tau_I}. \label{rates}
\end{equation}
Mobility is $\mu=e\tau/m$. Multiplying (\ref{rates}) by $m/e$ gives Matthiessen's rule,
\begin{equation}
\frac1{\mu_M}=\frac1{\mu_L}+\frac1{\mu_I}. \label{rule}
\end{equation}
With a lattice mobility $\mu_L=1400$ and an impurity mobility $\mu_I=9408\,\mathrm{cm^2/Vs}$, the combined mobility is given as $1219\,\mathrm{cm^2/Vs}$. The argument then uses (\ref{rule}) backwards, to extract $\mu_I$ from a known total.

I accept (\ref{rates}) at each energy, provided that the mechanisms are independent and that the screening is the same in all the mobilities compared. The difficulty is the symbol $\tau$ in $\mu=e\tau/m$. Both scattering times depend on energy, and the electrons have a spread of energies. Which average enters the mobility, and does (\ref{rule}) survive it?

\section{The average that defines mobility}

Take a parabolic band with isotropic mass $m$, a weak uniform field $F$ along $x$, and electron charge $-e$. Assume that each mechanism has a momentum relaxation time, as holds for elastic scattering in an isotropic band. To first order in $F$, the steady Boltzmann equation is
\begin{equation}
-\frac{eF}{m}\frac{\partial f_0}{\partial v_x}=-\frac{\delta f}{\tau}.
\end{equation}
For a non-degenerate gas $f_0\propto e^{-E/kT}$ with $E=mv^2/2$, so $\partial f_0/\partial v_x=-mv_xf_0/kT$ and $\delta f=-eF\tau v_xf_0/kT$. The drift velocity is the mean of $v_x$ over $\delta f$. With $\mu=-v_d/F$,
\begin{equation}
\mu=\frac{e}{kT}\,\frac{\int v_x^2\,\tau f_0\,d^3v}{\int f_0\,d^3v}.
\end{equation}
By isotropy $v_x^2$ may be replaced by $v^2/3=2E/3m$. Also $d^3v\propto E^{1/2}dE$. Writing $x=E/kT$ for the energy from here on,
\begin{equation}
\mu=\frac em\,\frac{\tfrac23\int_0^\infty x^{3/2}\tau e^{-x}dx}{\Gamma(3/2)}
=\frac em\langle\tau\rangle,\qquad
\langle\tau\rangle=\frac{\int_0^\infty x^{3/2}\tau e^{-x}dx}{\Gamma(5/2)}, \label{average}
\end{equation}
because $\tfrac32\Gamma(3/2)=\Gamma(5/2)=3\sqrt\pi/4$.

Mobility therefore averages times, while (\ref{rates}) adds inverse times. The argument replaces the mean of $\tau_L\tau_I/(\tau_L+\tau_I)$ by the same expression built from the two means. That needs a proof, and in general it is false.

\section{The sign of the error}

Let $a(x)$ and $b(x)$ be the two times, with finite means $A=\langle a\rangle$ and $B=\langle b\rangle$. Consider
\begin{align}
(aB-bA)^2+ab(A+B)^2
&=a^2B^2+b^2A^2+abA^2+abB^2\nonumber\\
&=(a+b)(aB^2+bA^2).
\end{align}
The terms $\mp2abAB$ have cancelled. Divide by $(a+b)(A+B)^2$ and average. The right side becomes $(AB^2+BA^2)/(A+B)^2=AB/(A+B)$, so
\begin{equation}
\frac{AB}{A+B}-\left\langle\frac{ab}{a+b}\right\rangle
=\frac{1}{(A+B)^2}\left\langle\frac{(aB-bA)^2}{a+b}\right\rangle\ge0. \label{gap}
\end{equation}
The first term is the rule's value and the second is the correct one, both in units of $e/m$. Hence $\mu\le\mu_M$. Equality requires $a/b=A/B$ at essentially every energy that has weight, so two times with different energy dependences give a strict overestimate.

A third time $d$, with mean $D$, is added by grouping. Let $c=ab/(a+b)$ and $C=\langle c\rangle$. Then (\ref{gap}) gives $\langle cd/(c+d)\rangle\le CD/(C+D)$. This bound increases with $C$, and $C\le AB/(A+B)$, so the rule is again an upper bound. Further mechanisms follow in the same way.

The proof uses only a normalised, non-negative weight, so it also covers a degenerate gas. It concerns drift mobility. A Hall mobility is a different average, about which (\ref{gap}) says nothing.

\section{Acoustic phonons with ionised impurities}

\subsection{The two scattering times}

For acoustic phonons with energies well below $kT$, deformation-potential scattering is nearly elastic and its squared matrix element is independent of momentum transfer. The rate then follows the density of final states, proportional to $E^{1/2}$, so $\tau_L=\tau_a x^{-1/2}$.

A donor screened over a length $\lambda$ has the potential $-e^2e^{-r/\lambda}/(4\pi\varepsilon r)$, where $\varepsilon$ is the permittivity. In the Born approximation its scattering amplitude has magnitude $me^2/[2\pi\varepsilon\hbar^2(q^2+\lambda^{-2})]$. For deflection by $\theta$ at wavenumber $k$, $q^2=2k^2(1-\cos\theta)$ and $d\Omega=2\pi q\,dq/k^2$. The cross-section weighted by momentum loss is
\begin{align}
\sigma_m&=\int(1-\cos\theta)\,|\mathrm{amplitude}|^2d\Omega
=\frac{\pi}{k^4}\left(\frac{me^2}{2\pi\varepsilon\hbar^2}\right)^{\!2}
\int_0^{2k}\frac{q^3\,dq}{(q^2+\lambda^{-2})^2}\nonumber\\
&=\frac{m^2e^4\Lambda}{8\pi\varepsilon^2\hbar^4k^4},\qquad
\Lambda=\ln(1+b_s)-\frac{b_s}{1+b_s},\quad b_s=4k^2\lambda^2.
\end{align}
The substitution $y=q^2\lambda^2$ turns the integral into $\frac12\int_0^{b_s}y\,dy/(1+y)^2=\Lambda/2$. Using $\hbar^2k^2=2mE$, $v=\sqrt{2E/m}$ and $1/\tau_I=Nv\sigma_m$ for donor density $N$,
\begin{equation}
\tau_I=\frac{16\pi\sqrt{2m}\,\varepsilon^2E^{3/2}}{Ne^4\Lambda}. \label{BH}
\end{equation}
This is the Brooks--Herring time. With impurities alone the mobility integrand is $x^3e^{-x}$, which peaks at $x=3$. Fixing the slowly varying $\Lambda$ at that energy gives $\tau_I=\tau_i x^{3/2}$.

\subsection{The combined mobility}

The separate means are
\begin{equation}
\langle\tau_L\rangle=\tau_a\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{4\tau_a}{3\sqrt\pi},\qquad
\langle\tau_I\rangle=\tau_i\frac{\Gamma(4)}{\Gamma(5/2)}=\frac{8\tau_i}{\sqrt\pi}.
\end{equation}
Their ratio is $\mu_L/\mu_I=\tau_a/6\tau_i$. Define $\beta^2=\tau_a/\tau_i=6\mu_L/\mu_I$. Adding rates at fixed energy,
\begin{equation}
\tau=\frac{1}{x^{1/2}/\tau_a+x^{-3/2}/\tau_i}=\tau_a\frac{x^{3/2}}{x^2+\beta^2},
\end{equation}
so the two rates are equal at $x=\beta$. Insert this in (\ref{average}), divide by $\langle\tau_L\rangle$, and write $x^3/(x^2+\beta^2)=x-\beta^2x/(x^2+\beta^2)$:
\begin{equation}
\frac{\mu}{\mu_L}=\int_0^\infty\frac{x^3e^{-x}}{x^2+\beta^2}dx=1-\beta^2g(\beta),\qquad
g(\beta)=\int_0^\infty\frac{x\,e^{-x}}{x^2+\beta^2}dx. \label{integral}
\end{equation}

Since $x/(x^2+\beta^2)$ is the real part of $1/(x+i\beta)$, put $u=x+i\beta$. The path may then be turned onto the imaginary axis, because the arc at infinity in the first quadrant contributes nothing. With $u=is$,
\begin{align}
\int_0^\infty\frac{e^{-x}}{x+i\beta}dx
&=e^{i\beta}\int_\beta^\infty\frac{e^{-is}}{s}ds\nonumber\\
&=e^{i\beta}\left\{-\mathrm{Ci}(\beta)+i\left[\mathrm{Si}(\beta)-\tfrac\pi2\right]\right\},
\end{align}
where $\mathrm{Ci}(\beta)=-\int_\beta^\infty(\cos s/s)\,ds$ and $\mathrm{Si}(\beta)=\int_0^\beta(\sin s/s)\,ds$. Taking the real part,
\begin{equation}
\frac{\mu}{\mu_L}=1+\beta^2\left\{\mathrm{Ci}(\beta)\cos\beta+\left[\mathrm{Si}(\beta)-\tfrac\pi2\right]\sin\beta\right\}. \label{closed}
\end{equation}
The rule would give $\mu_M/\mu_L=1/(1+\beta^2/6)$.

\section{The silicon numbers}

I take relative permittivity $11.7$, $m=0.26$ electron masses and $\mu_L=1400\,\mathrm{cm^2/Vs}$, all rough typical values. With every donor ionised, $\lambda=\sqrt{\varepsilon kT/e^2N}=12.9\,$nm. At $3kT$ this gives $b_s=354$ and $\Lambda=4.87$. Equation (\ref{BH}) at $E=kT$ then gives $\tau_i=0.308\,$ps, and
\begin{equation}
\mu_I=\frac em\frac{8\tau_i}{\sqrt\pi}=9408\,\mathrm{cm^2/Vs},\qquad
\beta^2=\frac{6\times1400}{9408}=0.893,\quad \beta=0.945.
\end{equation}
The argument's value of $\mu_I$ is thus reproduced. Equation (\ref{closed}) gives $\mu/\mu_L=0.674$, while the rule gives $0.870$:
\begin{equation}
\mu=943\,\mathrm{cm^2/Vs},\qquad \mu_M=1219\,\mathrm{cm^2/Vs}.
\end{equation}
The rule is $29\%$ too high relative to the combined mobility of the same model.

The energies at which current is lost explain the size of the error. The rates cross at $\beta kT=24.4\,$meV. With phonons alone, $24.4\%$ of the current is carried below this energy. With both mechanisms the share is $9.9\%$ of a current that is itself $0.674$ of the original, or $6.7\%$ of the original. Slow electrons have therefore lost $24.4-6.7=17.7\%$ of the phonon-limited current. The rule allows a loss of only $13\%$ from all electrons together. It underrates the impurities because $\mu_I$ is dominated by fast electrons: with impurities alone, $1.6\%$ of the current lies below the crossing.

The backward use of the rule is worse. If the total is $943\,\mathrm{cm^2/Vs}$, subtraction gives
\begin{equation}
\mu_I^{\rm app}=\left(\frac1{943.4}-\frac1{1400}\right)^{-1}=2893\,\mathrm{cm^2/Vs},
\end{equation}
which is too small by a factor of $3.25$. The subtraction assigns the whole averaging error to the impurities.

\section{Dependence on doping, and two limits}

The following values hold $\mu_L$ and $T$ fixed and recompute $\lambda$ and $\Lambda$ at each doping. Mobilities are in $\mathrm{cm^2/Vs}$, and the excess is relative to $\mu$. The last row shows the trend of the model and is not a prediction for silicon: at $10^{18}\,\mathrm{cm^{-3}}$ an isolated donor level at $45\,$meV would leave about a quarter of the donors neutral, and measured mobilities are only about half the model's value.

\begin{center}
\begin{tabular}{ccccc}
$N$ ($\mathrm{cm^{-3}}$) & $\mu_I$ & $\mu_M$ & $\mu$ & excess\\
$10^{15}$ & 484000 & 1396 & 1360 & 2.6\%\\
$10^{16}$ & 63900 & 1370 & 1240 & 10.5\%\\
$10^{17}$ & 9410 & 1219 & 943 & 29\%\\
$10^{18}$ & 1750 & 778 & 546 & 42\%
\end{tabular}
\end{center}

For few impurities, $\mathrm{Ci}(\beta)\approx\ln\beta+\gamma$, where $\gamma$ is Euler's constant, and the sine term in (\ref{closed}) is smaller by a factor of order $\beta$. Thus
\begin{equation}
\frac{\mu}{\mu_L}\approx1-\beta^2\left(\ln\frac1\beta-\gamma\right),\qquad
\frac{\mu_M}{\mu_L}\approx1-\frac{\beta^2}{6}.
\end{equation}
Both corrections vanish with doping, so the rule's total becomes accurate. The loss caused by impurities does not: at $10^{15}\,\mathrm{cm^{-3}}$ it is $40\,\mathrm{cm^2/Vs}$, against $4$ from the rule. The logarithm comes from energies between roughly $x=\beta$ and $x=1$. Its size relies on the fixed $\Lambda$: in (\ref{BH}), $\Lambda$ is smaller at these energies than at $x=3$, so the full rate gives a somewhat smaller loss.

For many impurities, expand $1/(x^2+\beta^2)=\beta^{-2}-x^2\beta^{-4}+\dots$ in (\ref{integral}). Since $\int x^3e^{-x}dx=6$ and $\int x^5e^{-x}dx=120$,
\begin{equation}
\frac{\mu}{\mu_M}\approx\frac{(6/\beta^2)(1-20/\beta^2)}{(6/\beta^2)(1-6/\beta^2)}\approx1-\frac{14}{\beta^2}.
\end{equation}
The rule recovers here too, but slowly. The series is asymptotic, and its leading term is useful only for $\beta^2$ of several hundred. The integral (\ref{integral}) puts $\mu$ still $15\%$ below $\mu_M$ at $\beta^2=50$ and $10\%$ below at $\beta^2=100$. Between the limits, numerical maximisation puts the largest excess at $\mu_L/\mu_I=0.77$, where it is $42\%$.

\section{When inverse mobilities do add}

In a strongly degenerate gas, $e^{-x}$ in the weight is replaced by $-\partial f_0/\partial x$, which is concentrated near $\eta=E_F/kT$. Keep the same power laws and let the partial mobilities be equal, so $A=B$. With $\delta=(x-\eta)/\eta$, to leading order $a\approx A(1-\delta/2)$ and $b\approx A(1+3\delta/2)$. Then $(aB-bA)^2\approx4A^4\delta^2$ and $a+b\approx2A$, so the gap (\ref{gap}) is $A\langle\delta^2\rangle/2$. The rule's value is $A/2$, and the relative gap is
\begin{equation}
\langle\delta^2\rangle=\frac1{\eta^2}\int_{-\infty}^{\infty}\frac{y^2e^y}{(1+e^y)^2}dy
=\frac4{\eta^2}\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3\eta^2}.
\end{equation}
The sum follows by expanding the integrand in powers of $e^{-y}$ for $y>0$ and doubling. Direct integration gives an excess of $2.9\%$ at $\eta=10$ and $0.03\%$ at $\eta=100$, compared with $42\%$ for equal mobilities without degeneracy. The argument's single $\tau$ is then a good approximation.

A second case is electron--electron scattering strong enough to impose one drift velocity $v_d$ at all energies. Then $\delta f=mv_dv_xf_0/kT$. These collisions conserve total momentum, so the field must balance the loss to phonons and donors. Per electron that loss is $mv_d\langle1/\tau\rangle$, by the same integrals as in (\ref{average}), and
\begin{equation}
\mu=\frac{e}{m\langle1/\tau\rangle},\qquad
\left\langle\frac1\tau\right\rangle=\left\langle\frac1{\tau_L}\right\rangle+\left\langle\frac1{\tau_I}\right\rangle.
\end{equation}
Inverse mobilities now add exactly, but the partial mobilities are new ones. From $\langle x^{1/2}\rangle=8/(3\sqrt\pi)$ and $\langle x^{-3/2}\rangle=4/(3\sqrt\pi)$ they are $9\pi\mu_L/32=1237$ and $3\pi\mu_I/32=2771\,\mathrm{cm^2/Vs}$. The total is $855\,\mathrm{cm^2/Vs}$. These figures keep $\Lambda$ fixed at $x=3$, although $\langle1/\tau_I\rangle$ is dominated by slower electrons. With $\Lambda$ evaluated at each energy, the impurity value rises to about $4130$ and the total to about $950\,\mathrm{cm^2/Vs}$. The Born cross-section overestimates the scattering of these slow electrons; partial-wave phase shifts raise the two values further, to about $4860$ and $990\,\mathrm{cm^2/Vs}$. This limit does not rescue $1219\,\mathrm{cm^2/Vs}$, which uses partial mobilities from the opposite regime.

\section{How far this applies to a silicon device}

A doping of $10^{17}\,\mathrm{cm^{-3}}$ is within the range used in silicon junction modulators. Measured electron mobilities at this doping and room temperature are roughly $700$--$800\,\mathrm{cm^2/Vs}$, so the model's $943$ is some $20$--$35\%$ too high. The assumption most clearly broken is purely acoustic lattice scattering, since silicon also has intervalley phonons. I represented them by one phonon of rough energy $\hbar\omega=60\,$meV. With $\theta=\hbar\omega/kT$ and $n$ the phonon occupation,
\begin{equation}
\frac1{\tau_L}\propto\frac{\sqrt x}{\theta}+2\left[n\sqrt{x+\theta}+(n+1)\sqrt{x-\theta}\,\right],
\end{equation}
where the last root is present only for $x>\theta$, the factor $2$ is a rough coupling ratio, and $\mu_L$ is rescaled to $1400$. Numerical averaging lowers $\mu$ to $860\,\mathrm{cm^2/Vs}$ and raises the excess to $42\%$.

Other corrections act the opposite way. Restoring the energy dependence of $\Lambda$ in the base model gives an excess of $23\%$. Replacing the Born cross-section as well, by one from numerically computed partial-wave phase shifts, gives $21\%$. With these two and the intervalley phonons together, $\mu=941\,\mathrm{cm^2/Vs}$ and the excess is $30\%$. The near return to the base result is a cancellation for these parameters.

The anisotropic mass matters too. Using the transverse mass ($0.19$) or the longitudinal mass ($0.92$) in the base impurity calculation moves the excess to $27\%$ or $39\%$. This gauges the sensitivity and is not a treatment of anisotropic scattering. At $400\,$K, with $\mu_L$ scaled roughly as $T^{-2.4}$ to $702\,\mathrm{cm^2/Vs}$, the base excess is $18\%$. Degeneracy is negligible at $300\,$K, with a density $0.4\%$ of the effective density of states. A donor level of about $45\,$meV leaves roughly $4\%$ of donors neutral. The derivation is of first order in the field and leaves out heating of the electrons. With the low-field mobility, the drift velocity would reach a tenth of the thermal speed near $2.4\,$kV/cm, but heating sets its own limit. With acoustic phonons alone, which remove energy slowly, an energy balance with a sound speed of $9\,$km/s puts a $10\%$ rise in electron temperature near $0.5\,$kV/cm. The $60\,$meV phonon above removes energy much faster and moves that field to roughly $5\,$kV/cm.

\section{Correction requested}

The rates should be added at each energy, and the resulting time averaged afterwards. The value $1219\,\mathrm{cm^2/Vs}$ may stand as an upper bound within the stated model, but not as its combined mobility. Within that model, the extraction of $\mu_I$ should be redone by solving (\ref{closed}) for $\beta$ at the given $\mu/\mu_L$. For measured silicon mobilities the energy-resolved rates should be fitted instead, because (\ref{closed}) relies on both power laws. Applied to the total computed with an energy-dependent $\Lambda$, it returns a $\mu_I$ that is $26\%$ too high. Applied to the total with intervalley phonons and fixed $\Lambda$, it returns one that is $32\%$ too low.
